# Piezoelectric and Deformation-Potential Coupling to Acoustic Phonons in a Monolayer, part 2

An electron in a semiconducting monolayer of D3h symmetry, such as MoS$_2$, is scattered by in-plane acoustic phonons, longitudinal (LA) or transverse (TA). The question is how the piezoelectric and deformation couplings depend on the phonon wavevector $q$, and what this means for transport. The algebra uses atomic units, $\hbar=m_e=e=4\pi\varepsilon_0=1$, with $e$ the positive elementary charge, so an electron in a potential $\phi$ has energy $-\phi$. The example uses eV and nm.

The phonon has displacement $\mathbf u$ of amplitude $u$, travels at angle $\theta$ from the in-plane polar axis $x$, and has frequency $\omega=vq$, with $v=v_L$ or $v_T$. The layer has area $S$, mass density $\rho$, stiffnesses $C_L=\rho v_L^2$ and $C_T=\rho v_T^2$, piezoelectric constant $e_{11}$ and in-plane polarizability per area $\chi$. The surroundings have mean dielectric constant $\kappa$. The band edge shifts by $\Xi\nabla\cdot\mathbf u$. The bound charge per area $\sigma$, of magnitude $e_{11}q^2u$ times an angular factor, makes the potential $\phi_0$ in the layer:

$$\phi_0=\frac{2\pi\sigma}{q(\kappa+r_0q)},\qquad r_0=2\pi\chi.\tag{4}$$

The piezoelectric coupling energy is

$$A(q)=\frac{2\pi e_{11}}{\kappa+r_0q}.\tag{5}$$

The matrix elements $M$, without occupation factors, obey

$$|M_{LA}|^2=\frac{q}{2\rho v_LS}[\Xi^2+A^2(q)\cos^23\theta],\qquad |M_{TA}|^2=\frac{q}{2\rho v_TS}A^2(q)\sin^23\theta.\tag{9}$$

The leading law replaces $A(q)$ by $A(0)$, so both couplings vary as $q^{1/2}$. With $x=r_0q/\kappa$, the piezoelectric part has the local exponent

$$p(q)=\frac{d\ln|M^{pz}|}{d\ln q}=\frac12-\frac{x}{1+x}.\tag{10}$$

With a grounded gate at height $d$ and the same $\kappa$ on both sides,

$$\phi_0=\frac{2\pi\sigma}{q}\left[\frac{\kappa}{1-e^{-2qd}}+r_0q\right]^{-1}.\tag{11}$$

In an empty layer, the piezoelectric element then varies as $q^{3/2}$ for $q$ well below about $1/(2d)$, while the deformation element keeps $q^{1/2}$.

The opening numbers of the text, which the example explains, are LA matrix elements at $\theta=0$ multiplied by $\sqrt S$. At $q=0.01$ nm$^{-1}$ they are $4.86\times10^{-4}$ eV nm (deformation) and $6.54\times10^{-4}$ eV nm (piezoelectric). At 0.04 nm$^{-1}$ they are $9.72\times10^{-4}$ and $1.277\times10^{-3}$ eV nm.

### Mobile carriers

Carriers respond to the total energy $V_{\rm tot}$ that they feel, whatever its origin. They are assumed to follow the wave as they would follow a static potential. For long waves the change of their density is then $\delta n=-\Pi V_{\rm tot}$, with $\Pi=\partial n/\partial\mu_c$ and $\mu_c$ the chemical potential. Their added charge is $-\delta n=\Pi V_{\rm tot}$. By (4) it changes the electron energy by $-2\pi\Pi V_{\rm tot}/[q(\kappa+r_0q)]$. Hence

$$V_{\rm tot}=V_{\rm bare}-\frac{2\pi\Pi}{q(\kappa+r_0q)}V_{\rm tot},$$

$$V_{\rm tot}=V_{\rm bare}\left[1+\frac{2\pi\Pi}{q(\kappa+r_0q)}\right]^{-1}.\tag{12}$$

When $q$ is far below both $q_s=2\pi\Pi/\kappa$ and $\kappa/r_0$, the factor is close to $q/q_s$. It multiplies the whole bare energy. The two occupied valleys are related by time reversal and have the same $\Xi$, so the deformation part is screened like the piezoelectric part. The leading powers are then:

| Situation, small $q$, static response | Piezoelectric | Deformation |
|---|---|---|
| No carriers, no gate | $q^{1/2}$ | $q^{1/2}$ |
| Gate, no carriers | $q^{3/2}$ | $q^{1/2}$ |
| Carriers, no gate | $q^{3/2}$ | $q^{3/2}$ |

Without a gate, static screening thus removes the power $q^{1/2}$ but keeps the equality, provided that both parts are screened. With carriers and a gate together, the screening factor tends to a constant for $qd\ll1$, and the powers are again $3/2$ and $1/2$. A calculation that screens the piezoelectric part and leaves $\Xi$ bare removes the equality by its own choice of model.

Static screening has a lower limit in $q$, because carriers that collide often need time to rearrange. If they diffuse with constant $D_c$, a wave of velocity $v$ replaces $\Pi$ in (12) by $\Pi D_cq/(D_cq-iv)$. For $q\ll v/D_c$ this is proportional to $q$. Without a gate the screening factor then tends to a constant, and both powers return to $1/2$. The row with carriers and no gate therefore applies only to wavevectors well above $v/D_c$ and well below $q_s$, and such wavevectors exist only if $q_sD_c/v\gg1$.

The range in which the unscreened law can be used is

$$\max\left(q_s,\frac{1}{2d}\right)\ll q\ll\frac{\kappa}{r_0}.\tag{13}$$

### Scattering rate of the leading law

Take a parabolic, isotropic valley of mass $m$ and nondegenerate carriers at temperature $T$. Two approximations are made: the phonon energy is small compared with the carrier energy (elastic scattering), and small compared with $k_BT$ (equipartition). The occupation $N$ and the emission factor $N+1$ are then both close to $k_BT/\omega$. The golden rule for scattering from $\mathbf k$ to $\mathbf k'$ contains absorption and emission, which together give

$$2\pi\,\frac{2k_BT}{\omega}\,|M|^2\,\delta(E'-E).$$

For one branch write $|M|^2=q^2B^2/(2\rho S\omega)$, where $B^2$ is $\Xi^2+A^2\cos^23\theta$ or $A^2\sin^23\theta$. Since $\rho\omega^2=Cq^2$, the expression becomes

$$\frac{2\pi k_BT}{S}\,\frac{B^2}{C}\,\delta(E'-E).$$

The powers of $q$ have cancelled, apart from those in $A(q)$. This is the consequence of the common $q^{1/2}$ law for transport: with $A(q)$ replaced by $A(0)$, each coupling scatters with a strength that does not depend on the wavevector magnitude.

The sum over final states keeps spin and valley fixed, and

$$\sum_{\mathbf k'}\delta(E'-E)=\frac{Sm}{2\pi}\int\frac{d\varphi'}{2\pi}.$$

The rate from direction $\varphi$ into the interval $d\varphi'/(2\pi)$ is therefore $mk_BT\,G$, with

$$G=\frac{\Xi^2+A^2\cos^23\theta}{C_L}+\frac{A^2\sin^23\theta}{C_T}.$$

For equal lengths of $\mathbf k$ and $\mathbf k'$, the transfer $\mathbf k'-\mathbf k$ is perpendicular to the bisector of the two directions. Up to a reversal, which leaves $G$ unchanged, $\theta=(\varphi+\varphi')/2+\pi/2$. Then $6\theta=3(\varphi+\varphi')+3\pi$, so $\cos6\theta=-\cos3(\varphi+\varphi')$. With $\cos^23\theta=\frac12(1+\cos6\theta)$ and $\sin^23\theta=\frac12(1-\cos6\theta)$,

$$G=G_0-G_1\cos3(\varphi+\varphi'),$$

$$G_0=\frac{\Xi^2+A^2/2}{C_L}+\frac{A^2/2}{C_T},\qquad G_1=\frac{A^2}{2}\left(\frac1{C_L}-\frac1{C_T}\right).$$

A weak electric field in direction $\varphi_F$ drives a change of the distribution proportional to $\cos(\varphi-\varphi_F)$. The collision term acting on this function is

$$mk_BT\int\frac{d\varphi'}{2\pi}\,G\,[\cos(\varphi-\varphi_F)-\cos(\varphi'-\varphi_F)].$$

In the first part the $G_1$ term averages to zero over $\varphi'$. In the second part $G_0$ multiplies a cosine of zero average, and $G_1$ multiplies a product of a third and a first harmonic in $\varphi'$, which also averages to zero. What remains is $mk_BTG_0\cos(\varphi-\varphi_F)$. The function is reproduced, so the linear Boltzmann equation of this model is solved by the single rate

$$\frac1\tau=mk_BT\left[\frac{\Xi^2+A^2(0)/2}{C_L}+\frac{A^2(0)/2}{C_T}\right].\tag{14}$$

In SI units the right side is divided by $\hbar^3$. The rate does not depend on carrier energy or on the direction of the field. The contributions of the two couplings add, and the mobility is $\mu=e\tau/m$.

### Worked example

The parameters are round values of rough typical size for monolayer MoS$_2$ inside hexagonal boron nitride: $e_{11}=360$ pC/m, $\Xi=3.0$ eV, $C_L=130$ N/m, $C_T=50$ N/m, $\rho=3.1$ mg/m$^2$, $m=0.50$ electron masses, $\kappa=5.0$, $r_0=4.0$ nm and $T=100$ K. The surroundings are treated as isotropic and unbounded. A dielectric of thickness $t$ on each side acts as unbounded only for $q$ well above $1/(2t)$, which adds a lower bound to (13). With 50 nm of boron nitride on each side and vacuum beyond, the piezoelectric element at 0.01 nm$^{-1}$ would be 1.6 times larger and would grow by 1.2 instead of 1.95 up to 0.04 nm$^{-1}$. Thermal wavevectors are not affected.

In SI form, $A(0)=e\,e_{11}/(2\varepsilon_0\kappa)$. With $\varepsilon_0=8.854$ pF/m,

$$A(0)=\frac{360}{2\times8.854\times5.0}\ \text{eV}=4.07\ \text{eV},$$

or 0.149 hartree. The piezoelectric coupling energy is thus somewhat larger than $\Xi$. The opening numbers follow from it. At $q=0.01$ nm$^{-1}$, $r_0q/\kappa=0.008$ and the ratio of the two matrix elements at $\theta=0$ is $4.066/(1.008\times3.0)=1.34$. At 0.04 nm$^{-1}$ the ratio is $4.066/(1.032\times3.0)=1.31$. The piezoelectric element grows by $2\times1.008/1.032=1.95$ instead of 2 because the layer's own polarization weakens it.

For the rate (14), $A^2(0)/2=8.27$ eV$^2$ and $\Xi^2=9.0$ eV$^2$. The bracket is

$$\frac{9.0+8.27}{130}+\frac{8.27}{50}=0.133+0.165=0.298\ \frac{\text{eV}^2}{\text{N/m}}.$$

The remaining factor $mk_BT/\hbar^3$ turns this into $1/\tau=4.10\times10^{12}$ s$^{-1}$, and the mobility is 857 cm$^2$/Vs. The deformation potential alone would give 3692 cm$^2$/Vs and the piezoelectric coupling alone 1117 cm$^2$/Vs. The TA branch supplies $0.165/0.298$, or 55 %, of the rate, although it has no deformation coupling here. Its smaller stiffness gives it a larger thermal amplitude.

An existing code for isotropic acoustic scattering can represent the leading law by effective deformation potentials: $\sqrt{9.0+8.27}=4.16$ eV for LA and $\sqrt{8.27}=2.88$ eV for TA. The value of $\Xi$ must then exclude the macroscopic piezoelectric field. If it was fitted to a total matrix element that contains this field, adding $A$ counts the field twice.

### How far the leading law reaches

A carrier of energy $k_BT$ has wavevector 0.336 nm$^{-1}$, and scattering through a right angle needs $q=\sqrt2\times0.336=0.476$ nm$^{-1}$. There $x=r_0q/\kappa=0.38$. Equation (10) gives a local exponent of 0.22, well below one half. The long-wave law is true as $q\to0$, but at the wavevectors that carry current at 100 K it is a coarse approximation.

To find the effect on the mobility, $A(q)$ is kept in the collision term with $q=2k|\sin[(\varphi'-\varphi)/2]|$. The rate then depends on energy, and the linear Boltzmann equation was solved numerically on 120 equally spaced directions at each energy. The mean drift velocity weights $\tau$ by $E(-df_0/dE)$, where $f_0\propto e^{-E/k_BT}$. With $s=E/k_BT$ the mobility is

$$\mu=\frac em\int_0^\infty s\,e^{-s}\,\tau(s)\,ds,$$

evaluated by a 12-point Gauss–Laguerre rule. The result is 1587 cm$^2$/Vs, or 1.85 times the leading-law value with all other parameters held fixed. At 300 K the same calculation gives 665 cm$^2$/Vs. The leading law, whose rate is proportional to $T$, would give $857/3=286$ cm$^2$/Vs. The discrepancy grows with temperature because hotter carriers exchange larger wavevectors, at which $A(q)$ is smaller. An implementation should keep the denominator $\kappa+r_0q$ unless thermal wavevectors are far below $\kappa/r_0$, here 1.25 nm$^{-1}$.

### Carriers and gates in the example

With two spins and two valleys the density of states is $D=2m/\pi$. The density $n=Dk_BT\ln(1+e^{\mu_c/k_BT})$ gives

$$\Pi=\frac{\partial n}{\partial\mu_c}=D\left(1-e^{-n/(Dk_BT)}\right).$$

At $n=10^{10}$ cm$^{-2}$ and 100 K, $q_s=0.021$ nm$^{-1}$, and (12) leaves 97 % of the potential at the typical wavevector. At $10^{12}$ cm$^{-2}$, $q_s=1.83$ nm$^{-1}$ and 26 % is left. The long-wave $\Pi$ is used here at a wavevector comparable to that of the carriers, so these are estimates of size. At the higher density $q_s$ exceeds $\kappa/r_0$, and the range (13) is empty. With $D_c=\mu k_BT/e$ and $\mu=1587$ cm$^2$/Vs, $v_L/D_c$ is about 0.005 nm$^{-1}$. At $10^{10}$ cm$^{-2}$ this is only about four times smaller than $q_s$, and the local power of the deformation element rises to about 1.0, not to $3/2$. A gate 300 nm away matters below about 0.0017 nm$^{-1}$, which is far from the thermal range.

### Other neglected effects

Several further approximations can be sized at the typical wavevector or at carrier energy $k_BT$, as stated in each case. Scattering between valleys and the polar coupling to optical phonons are not included.

- **Finite thickness.** If the bound charge and the carrier are each spread evenly over a thickness $W$ in a uniform dielectric, without a separate $r_0$, the sheet potential is multiplied by the mean of $e^{-q|z-z'|}$, which is $\frac{2}{qW}[1-\frac{1-e^{-qW}}{qW}]$. For $W=0.6$ nm this is 0.91, a reduction of 9 % relative to the sheet.
- **Stiffening.** The wave's electrostatic energy adds to its elastic energy. The ratio is $\sigma\phi_0/(Cq^2u^2)=e_{11}qA(q)/C$ times the squared angular factor. It vanishes as $q\to0$, so it does not change the leading power. For TA waves it is at most 1.0 % at the typical wavevector.
- **Phonon energy.** The golden-rule out-rate of the leading law was also integrated numerically with phonon energies and Bose factors retained. At carrier energy $k_BT$ it is 0.994 of the elastic value.
- **Optical phonons.** A branch of energy 50 meV and constant coupling $D_0=30$ eV/nm, both rough values, has the absorption rate $mD_0^2N/(2\rho\omega)$. This is $6.1\times10^9$ s$^{-1}$ at 100 K and $3.4\times10^{11}$ s$^{-1}$ at 300 K. It is negligible at the lower temperature. A carrier above 50 meV can also emit, at about $2.0\times10^{12}$ s$^{-1}$ at 100 K, which is no longer small. Added to the collision term, absorption and emission lower the mobility from 1587 to about 1560 cm$^2$/Vs at 100 K and from 665 to about 530 cm$^2$/Vs at 300 K.
- **Charged impurities.** Unscreened unit charges in the plane have $V=2\pi/[q(\kappa+r_0q)]$. In the Born approximation their momentum-relaxation rate is $n_im$ times the angular average of $(1-\cos\vartheta)V^2$, where $\vartheta$ is the scattering angle. For $n_i=10^{11}$ cm$^{-2}$ it is $8.4\times10^{13}$ s$^{-1}$ at energy $k_BT$. This value is far too large, because the Born approximation needs $m/(\kappa k)\ll1$ and the ratio is 5.6 here. At such a strength classical mechanics is the better guide. With $r_0$ neglected, a carrier of energy $E=k^2/(2m)$ and impact parameter $b$ is deflected by the angle $\vartheta$ given by $b=\cot(\vartheta/2)/(2\kappa E)$. The momentum-relaxation rate is then $n_i(k/m)\int_{-\pi}^{\pi}(1-\cos\vartheta)\,|db/d\vartheta|\,d\vartheta=2\pi n_i/(\kappa k)$. This is $8.2\times10^{12}$ s$^{-1}$, about twice the leading acoustic rate. Keeping $r_0$ leaves the value unchanged for repulsive charges and lowers it to about $6.9\times10^{12}$ s$^{-1}$ for attractive ones. It is only an estimate of size, since the closest approach in a head-on collision with a repulsive impurity, $1/(\kappa E)=33$ nm, is about the spacing of the impurities.

The mobility also presumes a weak field. In an acoustic collision a carrier of energy $E$ loses on average about $2mv^2(E/k_BT-1)$. The loss vanishes at $E=k_BT$, where emission and absorption balance, and it is of order $2mv^2$ for carriers with about twice that energy. In a time $\tau$ the field supplies $mv_d^2$ at drift velocity $v_d$. Heating thus becomes important when $v_d$ is comparable to the sound velocity. With $v_T=4.02$ km/s and the mobility of 1587 cm$^2$/Vs, that happens near $2.5\times10^{-4}$ MV/cm. At that field acoustic loss alone, with $A(q)$ kept, lets the mean carrier energy rise by about 28 %. This applies to a layer so empty that carriers do not exchange energy with each other. If their mutual collisions keep the distribution Maxwellian, the optical branch above removes most of the energy even at 100 K, and the carrier temperature rises by only 4 % at this field and by 45 % at $10^{-3}$ MV/cm. At higher fields the carrier distribution must be calculated, with optical emission included.

### Relation to real devices

The parameters have the usual size for encapsulated MoS$_2$, but $\Xi$ and the effective dielectric constant are uncertain, and boron nitride is anisotropic. Real transistors at room temperature have mobilities of very roughly tens of cm$^2$/Vs, far below the 665 cm$^2$/Vs found here for acoustic phonons alone. The assumption most clearly broken in a working channel is the absence of carriers. At $10^{12}$ cm$^{-2}$ and 100 K, the estimate above multiplies a squared matrix element by $0.264^2=0.07$ if both couplings are screened, which would raise the acoustic-limited mobility by a factor of very roughly five to ten. Charged impurities act the other way. Without screening, the classical rate quoted above for a carrier of energy $k_BT$ corresponds to about $857\times4.1/8.2\approx430$ cm$^2$/Vs at 100 K, and a thermal average would be somewhat higher. The unscreened acoustic mobility is therefore a reference for a clean, nearly empty layer at temperatures low enough that optical phonons matter little, and it should not be used as a prediction for a channel in its conducting state.
